Gruber–Mullins terrace-width distribution for a step between fixed walls, part 2

A surface step in thermal equilibrium runs on average along y, and x(y) is its position across the terraces. Its two neighbours are straight and immobile, at x = 0 and x = 2L, where L is the mean terrace width. The scaled width of the left terrace is s = x/L, and likewise s₀ = x₀/L for a starting point x₀. T is the temperature, k is Boltzmann's constant and β̃ is the stiffness of the step. Lengths are in nm, energies in eV and β̃ in eV/nm. L is taken to be much larger than the lattice spacing, so that x is continuous, and

(A4) The walls act by exclusion alone. There is no elastic, dipolar or other energy that depends on x.

Let Z(x, x₀; y) be the weight of all allowed configurations from x₀ to x over a distance y, relative to an unconfined step. It vanishes at both walls and obeys

∂Z/∂y = D ∂²Z/∂x², D = kT/(2β̃), (3)

so that an unconfined step has the variance kTη/β̃ in x over a length η along y. The solution is

Z(x, x₀; y) = Σₙ φₙ(x) φₙ(x₀) exp(−λₙy), n = 1, 2, 3, …, (5)

φₙ(x) = L^(−1/2) sin(nπx/2L), λₙ = D (nπ/2L)².

Lemma 3: at a given y the weights of the two parts of the step multiply. Far from both ends only the mode n = 1 survives in each, and the density of x is φ₁(x)². This gives the theorem, the density of s far from the ends:

P(s) = sin²(πs/2) for 0 ≤ s ≤ 2, and P(s) = 0 otherwise. (1)

Its mean is 1 and its variance is 1/3 − 2/π² = 0.1307. The influence of an end decays over the length ξ, and confinement raises the free energy per unit length along y by f:

ξ = 1/(λ₂ − λ₁) = 8β̃L²/(3π²kT), (9)

f = kTλ₁ = π²(kT)²/(8β̃L²). (10)

The path enumeration listed in the closing table tested the square in φ₁(x)² on a small lattice step of 11 rows with three allowed positions in each.

**Proposition 2 (approach from a pinned end).** Let one end be pinned at s₀ and the other be remote. At a distance y from the pinned end that is not small compared with ξ,

⟨s⟩ − 1 ≈ −[64/(9π²)] cos(πs₀/2) exp(−y/ξ). (11)

*Proof.* The remote part of the step contributes φ₁(x), and the part towards the pinned end contributes the full sum over modes. After normalization the density is

p(x) = φ₁(x)² + Σₙ φ₁(x) φₙ(x) [φₙ(x₀)/φ₁(x₀)] exp[−(λₙ − λ₁)y], n ≥ 2.

The added terms integrate to zero because the modes are orthogonal. For n = 2 the ratio at the pinned end is sin(πs₀)/sin(πs₀/2) = 2 cos(πs₀/2). The contribution to the mean needs the integral, over 0 < s < 2,

∫ s sin(πs/2) sin(πs) ds = ½ ∫ s [cos(πs/2) − cos(3πs/2)] ds.

Integration by parts gives ∫ s cos(κs) ds = [s sin(κs)/κ + cos(κs)/κ²]. For κ = π/2 and κ = 3π/2 the sine vanishes at both limits and the cosine changes from 1 to −1. The two integrals are therefore −2/κ², that is −8/π² and −8/(9π²). Half their difference is

½ [−8/π² + 8/(9π²)] = −32/(9π²).

Multiplied by 2 cos(πs₀/2), this is the coefficient in (11). The mode n = 3 is even about the centre, as is φ₁, and does not shift the mean. The next contribution, n = 4, decays at the rate λ₄ − λ₁ = 15λ₁, five times faster than the term kept. ∎

The sign is as expected: a step pinned left of the centre, s₀ < 1, stays left of it on average until the memory has decayed.

**A lattice step**

To attach numbers to β̃, and to see what the continuum assumption costs, take a step on a square lattice of spacing a. From one row to the next it may be displaced by any integer number n of sites, at an energy ε|n|. The weight of a displacement is q^|n| with q = exp(−ε/kT). The parameters are round model values: a = 0.25 nm, ε = 0.1 eV, T = 600 K and L = 20a = 5 nm. Then kT = 0.0517 eV and q = 0.1446.

The geometric series Σ qⁿ = 1/(1 − q), taken from n = 0, yields the variance of n. Applying q d/dq once gives Σ n qⁿ = q/(1 − q)², and applying it again gives Σ n² qⁿ = q(1 + q)/(1 − q)³. Counting both signs of n, the total weight is

S = 1 + 2q/(1 − q) = (1 + q)/(1 − q),

and therefore

⟨n²⟩ = 2q(1 + q)/(1 − q)³ ÷ S = 2q/(1 − q)². (12)

Here ⟨n²⟩ = 0.395. In one row the variance of x is a²⟨n²⟩. In the continuum it is kTa/β̃ for a length a along the step. Equating the two,

β̃ = kT/(a⟨n²⟩) = 0.0517 eV/(0.25 nm × 0.395) = 0.52 eV/nm. (13)

With this stiffness (9) gives ξ = 68.4 nm and (10) gives f = 2.52 × 10⁻⁴ eV/nm. A step pinned away from the centre line at both ends must thus be several hundred nanometres long before the theorem describes its middle part, although the walls are 10 nm apart. Free ends are forgotten sooner. They favour neither side, so the mode n = 2 is absent, and the slowest remaining term decays over 1/(λ₃ − λ₁) = 3ξ/8, about 26 nm.

**Lemma 4 (where the lattice step sees the walls).** Let the walls occupy sites 0 and M = 2L/a, with sites 1 to M − 1 allowed. To leading order in 1/M, the lowest mode is a sine whose zeros lie outside the walls by

δ = q/(1 − q) sites. (14)

*Proof.* The weights of one row form the matrix Tᵢⱼ = q^|i−j|. Let v be an eigenvector, Tv = Λv. For a site i with neighbours on both sides form the combination

(1 + q²)(Tv)ᵢ − q(Tv)ᵢ₋₁ − q(Tv)ᵢ₊₁.

The coefficient of vⱼ at distance m = |i − j| ≥ 1 is (1 + q²)qᵐ − q(qᵐ⁻¹ + qᵐ⁺¹) = 0. For j = i it is 1 + q² − 2q² = 1 − q². With Tv = Λv and μ = (1 − q²)/Λ,

(1 + q²)vᵢ − q(vᵢ₋₁ + vᵢ₊₁) = μvᵢ. (15)

At the first site use (Tv)₁ − q(Tv)₂. The coefficient of v₁ is 1 − q², and that of every other vⱼ is qʲ⁻¹ − q·qʲ⁻² = 0. Hence v₁ − qv₂ = μv₁. This agrees with (15) at i = 1 if a fictitious value v₀ is introduced that satisfies q²v₁ − qv₀ = 0, or v₀ = qv₁.

Equation (15) is solved by vᵢ = sin[k(i + δ)] with μ = 1 + q² − 2q cos k, where k is a wave number per site and not Boltzmann's constant. The end condition becomes sin(kδ) = q sin[k(1 + δ)]. For small k this is δ = q(1 + δ), which gives (14). The other wall is equivalent by symmetry, so the lowest mode has k(M + 2δ) = π, and k is indeed small when M is large. ∎

The walls thus act as if they stood slightly further apart. In the example δ = 0.169 sites on each side.

**Corollary (lattice correction to the theorem).** The sum of sin²[k(i + δ)] over the allowed sites is (M − 1)/2 − ½C, where C is the sum of cos[2k(i + δ)]. The terms of C are spaced symmetrically about the centre, where the argument is k(M + 2δ) = π. Summing the cosines gives

C = cos π · sin[(M − 1)k]/sin k.

Since (M − 1)k = π − (1 + 2δ)k, this is −sin[(1 + 2δ)k]/sin k, or −(1 + 2δ) for small k. The sum of squares is therefore (M + 2δ)/2. A site covers a width a/L = 2/M in s, so the lattice density is M/2 times the normalized square:

P_lattice ≈ [M/(M + 2δ)] sin²[π(i + δ)/(M + 2δ)]. (16)

Put i = Ms/2 and expand to first order in δ/M. The prefactor becomes 1 − 2δ/M, the argument becomes πs/2 + πδ(1 − s)/M, and the derivative of sin² at πs/2 is sin(πs). Hence

P_lattice − P ≈ (δ/M) [π(1 − s) sin(πs) − 2 sin²(πs/2)]. (17)

Here δ/M = 0.169/40 = 0.0042. At the centre the bracket is −2, and (17) gives −0.0084. At s = 0.5 it is π/2 − 1 = 0.571, which gives +0.0024. Diagonalizing T gives the following values.

s = 0.25: continuum 0.146, lattice 0.152
s = 0.50: continuum 0.500, lattice 0.502
s = 0.75: continuum 0.854, lattice 0.849
s = 1.00: continuum 1.000, lattice 0.992

The signs and sizes follow (17): the density is a little lower in the middle and a little higher towards the walls. The largest absolute error of (1) falls from 0.0083 at M = 40 to 0.0021 at M = 160, close to the factor of 4 expected from 1/M. With the offset included, as in (16), the largest error at M = 40 is 4 × 10⁻⁵.

**Remark: the two scales on the lattice.** Diagonalization gives ξ = 69.9 nm and f = 2.475 × 10⁻⁴ eV/nm, which differ from the continuum values by +2.2% and −1.8%. Most of this is the wall offset: ξ grows as the square of the effective width, by the factor (40.338/40)² = 1.017, and f falls by the same factor. The rest comes from the finite wave number. Writing μ = (1 − q)² + 2q(1 − cos k) and dividing Λ = (1 − q²)/μ by S gives

Λ/S = 1/[1 + ⟨n²⟩(1 − cos k)],

whose logarithm is −½⟨n²⟩k² with a relative correction of order k².

For a step pinned at s₀ = 0.5 and observed at y = 136.75 nm, which is 2.00 ξ, (11) gives ⟨s⟩ − 1 = −0.7205 × 0.7071 × 0.1354 = −0.069. The lattice gives −0.072, larger in magnitude by 4.7%. The longer lattice value of ξ accounts for a factor exp(136.75/68.39 − 136.75/69.92) = 1.045 of this. On a lattice with M = 160 the two sides of (11) were tested to agree within 2%.

**Moving neighbours**

On a real vicinal surface the neighbouring steps fluctuate too. The cost of freezing them can be found by letting N steps move on a ring of circumference N, in units of L, again with no interaction but the ban on crossing.

**Proposition 3.** Far from the step ends, the probability that an interval of length s contains no step is

E(s) = det(1 − A), Aₘₙ = sin[π(m − n)s/N]/[π(m − n)], Aₙₙ = s/N, (18)

with m and n running from 0 to N − 1. The density of terrace widths is E″(s), and its variance is 2∫E ds − 1, the integral running from 0 to N.

*Proof.* The joint weight of the steps obeys (3) in each coordinate and vanishes where two steps meet. By the argument of Lemma 3, the joint density is the square of the lowest mode. Consider the determinant of the plane waves N^(−1/2) exp(ikₘxⱼ) with kₘ = (2π/N)[m − (N − 1)/2]. It is a Vandermonde determinant in exp(2πixⱼ/N), and up to a constant it equals the product of sin[π(xⱼ − xᵢ)/N] over all pairs i < j. This product solves the mode equation, vanishes at contact and has one sign for ordered steps. Its magnitude is unchanged when a step is carried round the ring. The lowest mode also has one sign, because it alone survives in the joint weight at large distances, and a weight is never negative. Modes with different decay rates are orthogonal, and two functions of one sign cannot be, so the product is the lowest mode.

The probability of an empty interval is the average of Πⱼ g(xⱼ), where g is 0 inside the interval and 1 outside. Expand both determinants in the squared mode. The integrals factorize, and the N! equal arrangements cancel the normalization 1/N!. What remains is the determinant of the integrals of g between pairs of plane waves. Each is δₘₙ minus the overlap on the interval, (1/N)∫ exp[i(kₙ − kₘ)x] dx from −s/2 to s/2, which is Aₘₙ.

There is one terrace per unit length. An interval of length s fits into a terrace of width t > s with its left end anywhere in a range t − s. With p(t) the density of widths,

E(s) = ∫ (t − s) p(t) dt, t > s.

Two differentiations give E″ = p. Integrating over s gives ∫E ds = ½⟨t²⟩, and the mean width is 1. ∎

For N = 2, (18) reads E = (1 − s/2)² − sin²(πs/2)/π². The second derivative of the first term is ½. Since sin²(πs/2) = ½(1 − cos πs), that of the second is −½ cos πs. Together they give ½(1 − cos πs) = sin²(πs/2). Two mobile steps on a ring thus have the distribution (1), because their separation wanders between 0 and 2 just as a single step does between fixed walls.

For more steps the variance rises: 0.131 for N = 2, 0.168 for 4, 0.178 for 10 and 0.180 for both 40 and 80. The ratio of the last value to that for fixed walls is 1.38. A moving neighbour does not always broaden the distribution: for N = 2 the left and right neighbours are the same step, and the variance stays at the fixed-wall value. Fixed walls and the ring of two share the constraint that adjacent terraces add up to 2, and for N > 2 this sum can fluctuate. If t and t′ are adjacent widths, t = ½[(t + t′) + (t − t′)], and by symmetry the two parts are uncorrelated. The variance of t is then a quarter of the sum of their variances. The constraint removes the first contribution. On a large ring that contribution is about 0.062, more than the whole increase of 0.049, because the second contribution falls from 0.131 to about 0.118.

The theorem therefore applies as it stands to a step between neighbours that are immobile and act by exclusion alone, as in (A4). Steps on real crystals usually also interact through elastic or dipolar energies, which change the width of the distribution and its power of s at small s; what follows holds only where these are negligible. For a surface on which all steps move with no interaction but the ban on crossing, it gives the right mean and the right power of s for narrow terraces. The prefactor of s² is too small, however, π²/4 in place of π²/3 for a large ring, and the variance is 27% below that of the large ring. A measured variance between 0.131 and about 0.180 is thus no sign by itself of attraction between steps.

Table of computed values

```
lattice spacing a = 0.25 nm
kink energy = 0.10 eV
temperature = 600 K
thermal energy kT = 0.05170 eV
mean spacing L = 5.00 nm (20 sites)
wall separation 2L = 10.00 nm (40 sites)
kink weight q = 0.14456
kink variance per row = 0.39508 sites^2
stiffness = 0.5235 eV/nm
end-influence length xi, continuum = 68.39 nm
end-influence length xi, lattice = 69.92 nm
confinement free energy, continuum = 2.5201e-04 eV/nm
confinement free energy, lattice = 2.4754e-04 eV/nm
wall offset delta = 0.1690 sites
P at s = 0.25: continuum 0.1464, lattice 0.1522
P at s = 0.50: continuum 0.5000, lattice 0.5023
P at s = 0.75: continuum 0.8536, lattice 0.8487
P at s = 1.00: continuum 1.0000, lattice 0.9917
P at s = 1.50: continuum 0.5000, lattice 0.5023
largest error of P, 40 sites = 0.00834
largest error of P, 160 sites = 0.00211
largest error of P with wall offset, 40 sites = 3.93e-05
norm = 1.000000, mean of s = 1.000000
variance of s = 0.13069
standard deviation of s = 0.36151
standard deviation of width = 1.808 nm
probability of s < 0.5 = 0.09085
path enumeration: 177147 paths, largest difference 4.27e-05
pinned end at s0 = 0.5, distance y = 136.75 nm
mean s minus 1 there: continuum -0.06898, lattice -0.07220
variance of s, 2 mobile steps on ring = 0.13069
variance of s, 4 mobile steps on ring = 0.16766
variance of s, 10 mobile steps on ring = 0.17803
variance of s, 40 mobile steps on ring = 0.17987
variance of s, 80 mobile steps on ring = 0.17996
variance ratio, 80-step ring to fixed walls = 1.3770
```
